# Island radius for closing a dielectric film from random seeds

## Scaling form

Let a dielectric start to grow on a flat two-dimensional channel from point seeds of mean density $n$. Each seed carries an island whose contact with the channel is a disc of radius $r$, called its footprint. If the surface is unbounded and the seeds exert no influence on each other, $n$ and $r$ are the only dimensional quantities. The uncovered fraction $f$ is a pure number, so it can depend on them only through $nr^2$. Solving for the radius gives

$$
r=C(f)\,n^{-1/2}.
$$

For $n=10^{12}\ \mathrm{cm^{-2}}=0.01\ \mathrm{nm^{-2}}$ the natural length is $n^{-1/2}=10$ nm. What remains is the number $C(f)$ at $f=10^{-6}$, and it depends on how the seeds are arranged.

"Random" is taken to mean a Poisson pattern: the numbers of seeds in separate regions are independent, and a small area $dA$ holds a seed with probability $n\,dA$. All islands start together, grow equally and may overlap. The fraction $f$ is an average over a large surface. A convenient variable is the mean number of seeds in one footprint area,

$$
x=\pi n r^2 .
$$

High coverage means large $x$, and $1/x$ will be the small parameter in the hole count and the film height below.

## The coverage law

A surface point is bare if no seed lies within a distance $r$ of it. Divide the disc of radius $r$ around the point into $m$ equal cells of area $\pi r^2/m$. Each cell is empty with probability $1-x/m$, up to terms that vanish faster than $1/m$, and the cells are independent. Therefore

$$
f=\lim_{m\to\infty}\left(1-\frac{x}{m}\right)^m=e^{-x}=e^{-\pi n r^2}.
$$

At small $x$ this gives $f\approx1-x$, as it must when overlaps are rare. At large $x$ most of the area added to the growing footprints falls on covered ground: since $df/dx=-f$, only a share $f$ of it covers bare surface.

Taking the logarithm gives $\pi n r^2=\ln(1/f)$, hence

$$
r=\sqrt{\frac{\ln(1/f)}{\pi n}} .
$$

For the stated target, $\ln(10^6)=13.8155$, and

$$
r=\sqrt{\frac{13.8155}{\pi\times0.01\ \mathrm{nm^{-2}}}}=20.97\ \mathrm{nm}=2.097\times10^{-6}\ \mathrm{cm}.
$$

Since $f$ falls as $r$ grows, the fraction is below one part per million for any larger radius. The estimate is **about 21 nm**.

The radius depends weakly on the target, but the fraction depends strongly on the radius. From $\ln f=-\pi n r^2$,

$$
\frac{d\ln f}{d\ln r}=-2\pi n r^2=-2x=-27.6 .
$$

A radius 1% too small thus raises $f$ by roughly 30%. At 20, 21 and 22 nm the fractions are $3.5\times10^{-6}$, $9.6\times10^{-7}$ and $2.5\times10^{-7}$.

## The price of randomness

Compare a perfect triangular array of the same density. With lattice spacing $a$, each seed owns an area $\sqrt3a^2/2=1/n$, so $a^2=2/(\sqrt3 n)$. The points farthest from any seed are the centres of the equilateral triangles, at distance $a/\sqrt3$ from the corners. The array closes completely at

$$
r_\triangle=\frac{a}{\sqrt3}=\sqrt{\frac{2}{3\sqrt3\,n}}=6.20\ \mathrm{nm}.
$$

The random pattern needs a radius 3.38 times as large. Its radius is set by rare large gaps, not by the typical spacing. An estimate based on half the mean spacing would therefore fail badly here. Seeds that repel each other lie between these two cases if the repulsion suppresses large gaps; seeds that cluster can leave larger gaps than the Poisson pattern.

## Unequal islands

Suppose a share $p_i$ of the seeds has radius $r_i$, assigned independently of position. Each class is then an independent Poisson pattern of density $p_i n$. A point is bare if every class leaves it bare, so the probabilities multiply:

$$
f=\prod_i e^{-\pi p_i n r_i^2}=e^{-\pi n\langle r^2\rangle},
\qquad \langle r^2\rangle=\sum_i p_i r_i^2 .
$$

The radius found above is thus a root-mean-square radius. If the mean radius is $\bar r$ and its standard deviation is $\sigma$, then $\langle r^2\rangle=\bar r^2+\sigma^2$. Closure to the same $f$ needs

$$
\bar r=\sqrt{r^2-\sigma^2}\approx r-\frac{\sigma^2}{2r}
\qquad(\sigma\ll r).
$$

A spread of sizes at fixed mean radius helps coverage, because area grows as the square of radius. The saving in mean radius is small, but the bare fraction falls by the factor $e^{-\pi n\sigma^2}$, which is 0.87 at the target for a 10% spread.

## How many holes remain

The average $f$ does not say whether the bare area is spread over many small holes or gathered in a few. This matters for a gate dielectric, where a single hole may provide a leakage path. The hole density $H$ follows from counting corners.

**Crossings of footprint edges.** Let two edges cross at a point $\mathbf p$, with outward unit normals $\mathbf u_1,\mathbf u_2$ at angles $\theta_1,\theta_2$. The seeds are at

$$
\mathbf s_1=\mathbf p-r\mathbf u_1,\qquad \mathbf s_2=\mathbf p-r\mathbf u_2 .
$$

To count crossings per unit area, change variables from the seed positions to $(\mathbf p,\theta_1,\theta_2)$. The difference $\mathbf s_2-\mathbf s_1=r(\mathbf u_1-\mathbf u_2)$ does not contain $\mathbf p$, while $\mathbf s_1$ contains it with unit coefficient. The Jacobian is therefore that of the difference with respect to the two angles. Its columns are $r$ times the unit tangents $\mathbf u_1'$ and $-\mathbf u_2'$, so

$$
d^2s_1\,d^2s_2=r^2|\sin(\theta_1-\theta_2)|\,d^2p\,d\theta_1\,d\theta_2 .
$$

Ordered seed pairs have density $n^2$, and a factor $1/2$ removes the double count. Over a full turn, $\int_0^{2\pi}|\sin\theta|\,d\theta=4$. The crossing density is

$$
\frac{n^2r^2}{2}\,(2\pi)(4)=4\pi n^2r^2=4nx .
$$

A crossing is exposed if no third footprint covers it. The other seeds are independent of the chosen pair, so this has probability $e^{-x}$. Exposed crossings have density $4nxe^{-x}$.

**Lowest points.** Choose an upward direction in the plane. Close to an exposed crossing, the bare region is a wedge of displacements $\mathbf v$ with $\mathbf v\cdot\mathbf u_1>0$ and $\mathbf v\cdot\mathbf u_2>0$. The crossing is its lowest point if every such $\mathbf v$ points upward. That happens when the upward direction is a positive combination of $\mathbf u_1$ and $\mathbf u_2$, that is, when it lies in the angle $\phi$ between them, with $0<\phi<\pi$. Since the pattern has no preferred direction, the probability is $\phi/(2\pi)$. Crossings are weighted by $\sin\phi$, so

$$
\langle\phi\rangle=\frac{\int_0^\pi\phi\sin\phi\,d\phi}{\int_0^\pi\sin\phi\,d\phi}
=\frac{\pi}{2},
\qquad
\frac{\langle\phi\rangle}{2\pi}=\frac14 .
$$

Lowest points of the bare region therefore have density $nxe^{-x}$.

**From lowest points to holes.** Sweep a horizontal line upward and follow the bare region below it. Let its Euler number be the number of separate pieces minus the number of covered clusters enclosed by them.

- At a lowest point a new piece appears, and the Euler number rises by one.
- At an exposed top of a footprint, bare ground on its left and right joins above it. Either two pieces become one, or one piece closes a loop around a covered cluster. In both cases the Euler number falls by one.
- At the bottom of a footprint, and at the other crossings, the region changes shape but the Euler number does not change.

Every footprint has one top, exposed with probability $e^{-x}$. The Euler number per unit area is therefore $nxe^{-x}-ne^{-x}$.

At high coverage, covered clusters standing inside holes are very rare. For a single isolated island, no other seed may lie within $2r$, which gives a density $ne^{-4x}$. Neglecting such clusters,

$$
H\simeq n(x-1)e^{-x}=nxe^{-x}\left(1-\frac1x\right).
$$

The leading term counts lowest points. The first correction, $-1/x$, removes the overcount for holes that have several lowest points. At $x=13.8155$ it is a reduction of 7%. The formula is not a hole count at low coverage: for $x<1$ it is negative, because there the covered clusters outnumber the separate bare pieces.

For the example,

$$
H=10^{12}\times12.8155\times10^{-6}\ \mathrm{cm^{-2}}
=1.28\times10^7\ \mathrm{cm^{-2}} .
$$

The mean hole area is bare area divided by hole number:

$$
\frac fH=\frac1{n(x-1)}=\frac1{nx}\left(1+\frac1x+\cdots\right)
=7.8\ \mathrm{nm^2}.
$$

The holes are thus far smaller than the footprints that surround them. The numerical output below compares the coverage law and the hole count with simulated patterns at $x=4$ and $x=7$, where holes are common enough to sample. At the target $x$ these two laws rest on the derivation.

## A criterion for one device

A channel of area $A=1\ \mathrm{\mu m^2}=10^6\ \mathrm{nm^2}$ has a mean bare area of $fA=1\ \mathrm{nm^2}$. This is less than the mean area of one hole, so the average describes a collection of devices in which most have no hole and a few have one or more. Assign each hole to one representative point inside it, so that holes on the channel boundary are not counted twice. This leaves out holes that merely reach in from outside, which are few because a hole is far smaller than the channel. The mean number per channel is

$$
M=HA=0.128 .
$$

For a non-negative whole number, the probability of being at least one cannot exceed the mean. At most about 13% of such channels therefore contain a hole.

If this is too many, fix $M$ instead of $f$. From $M=nA(x-1)e^{-x}$,

$$
x=\Lambda+\ln(x-1),\qquad \Lambda=\ln\frac{nA}{M}.
$$

For large $\Lambda$ the logarithm is small beside $\Lambda$, and the leading result is $x\approx\Lambda$. Inserting it in the logarithm gives the first correction, $x\approx\Lambda+\ln\Lambda$. Inserting that in turn,

$$
\ln(x-1)\approx\ln(\Lambda+\ln\Lambda-1)
=\ln\Lambda+\frac{\ln\Lambda-1}{\Lambda}+\cdots ,
$$

so that

$$
x=\Lambda+\ln\Lambda+\frac{\ln\Lambda-1}{\Lambda}+\cdots .
$$

Take $M=10^{-3}$. With $nA=10^4$, $\Lambda=\ln10^7=16.12$ and $\ln\Lambda=2.78$. Using $r=\sqrt{x/(\pi n)}$:

- the leading term gives $r=22.7$ nm;
- the first correction gives $x=18.90$ and $r=24.5$ nm;
- numerical solution of the full equation gives $r=24.6$ nm.

The first correction supplies nearly all of the missing radius. Lowering the mean hole number from 0.128 to 0.001 costs less than 4 nm of further radius.

## Film thickness at closure

The footprint radius becomes a thickness once the island shape is known. Let the islands be hemispheres, as for equal growth rates along and away from the surface. At distance $d<r$ from the nearest seed, the film height is $h=\sqrt{r^2-d^2}$; where $d>r$ it is zero. The height exceeds $z$ if a seed lies within $\sqrt{r^2-z^2}$, which has probability $1-e^{-\pi n(r^2-z^2)}$. Integrating this probability over $z$ gives the mean height:

$$
\langle h\rangle=\int_0^r\left[1-e^{-\pi n(r^2-z^2)}\right]dz
=r-e^{-x}\int_0^r e^{\pi n z^2}dz .
$$

Put $t=\sqrt{\pi n}\,z$, whose upper limit is $\sqrt x$:

$$
\langle h\rangle=r-\frac{D(\sqrt x)}{\sqrt{\pi n}},
\qquad D(s)=e^{-s^2}\int_0^s e^{t^2}dt .
$$

Here $D$ is the Dawson function. Differentiation gives $D'=1-2sD$. For large $s$, try $D=\alpha/s+\beta/s^3+\cdots$. Then $2sD=2\alpha+2\beta/s^2+\cdots$ must equal $1-D'=1+\alpha/s^2+\cdots$, so $\alpha=1/2$ and $\beta=1/4$. A solution of the homogeneous equation, proportional to $e^{-s^2}$, is smaller than any of these powers. With $s=\sqrt x$ and $\sqrt{\pi n}\sqrt x=\pi n r$,

$$
\langle h\rangle=r-\frac{1}{2\pi n r}\left(1+\frac1{2x}+\cdots\right).
$$

The leading deficit is $1/(2\pi n r)=r/(2x)=20.97/27.63=0.759$ nm. The first correction raises it by 3.6%, to 0.786 nm. The full formula gives $\langle h\rangle=20.18$ nm, a deficit of 0.79 nm.

With hemispherical islands, closure therefore costs a film about 20 nm thick on average. Flatter islands with the same footprint would give a thinner film; if the shape stays hemispherical, a thinner closed film needs more seeds. Inverting the coverage law for $r=2$ nm,

$$
n=\frac{\ln(10^6)}{\pi(2\ \mathrm{nm})^2}=1.1\ \mathrm{nm^{-2}}
=1.1\times10^{14}\ \mathrm{cm^{-2}} .
$$

This is 110 times the original density, since $n\propto r^{-2}$. At about one seed per square nanometre, the picture of point seeds and smooth discs is itself only a rough guide.

## Corrections from the seed pattern

**Fixed seed number.** If exactly $N$ seeds fall independently on an area $A$, a point farther than $r$ from the boundary is bare with probability $(1-\pi r^2/A)^N$. With $n=N/A$, $\pi r^2/A=x/N$, and

$$
\ln f=N\ln\left(1-\frac xN\right)=-x-\frac{x^2}{2N}-\cdots .
$$

For $N=10^4$, the correction is $13.8155^2/(2\times10^4)=0.0095$. The fraction is about 1% lower than the Poisson value, which is negligible for the radius.

**Uneven density.** Let the density vary over distances much larger than $r$, with mean $\bar n$ and standard deviation $\sigma_n$. Write the local density as $\bar n+\delta$ and $x=\pi\bar n r^2$. Expanding the local bare fraction and using $\langle\delta\rangle=0$,

$$
\langle f\rangle=e^{-x}\left\langle e^{-\pi r^2\delta}\right\rangle
\approx e^{-x}\left[1+\frac{x^2}{2}\left(\frac{\sigma_n}{\bar n}\right)^2\right].
$$

A relative spread of 3% raises the bare fraction by $\tfrac12\times13.8155^2\times0.03^2\approx9\%$. At 10% spread the correction term is 0.95, no longer small, and the full distribution of densities is needed. Poorly seeded regions add more bare area than equally well-seeded ones save, and the imbalance grows with the spread.

**An edge without outside seeds.** Suppose the channel ends at a straight edge and no film grows inward from beyond it. At a small distance $s$ from the edge, the part of the search disc that can contain seeds has area $\pi r^2/2+2rs$, to first order in $s/r$. The bare area per unit edge length, beyond the interior contribution, is to leading order

$$
\int_0^\infty e^{-x/2-2nrs}\,ds=\frac{e^{-x/2}}{2nr}.
$$

The integral is dominated by $s\sim1/(2nr)=2.4$ nm, well below $r$, which justifies the linear form. Since $e^{-x/2}=\sqrt f=10^{-3}$, the result is

$$
\frac{10^{-3}}{2\times0.01\times20.97}\ \mathrm{nm}
=2.4\times10^{-3}\ \mathrm{nm}.
$$

One micrometre of such an edge has a mean bare area of 2.4 nm², more than the 1 nm² expected in the whole interior of a $1\ \mathrm{\mu m^2}$ channel. The 21 nm estimate therefore applies to the interior, or to a channel whose surroundings are seeded equally well. If the edge itself nucleates growth readily, this particular deficit is reduced.

These three corrections are derived here but were not simulated. They show which assumption deserves most care: at this coverage a fixed seed number hardly matters, while missing seeds near an edge or a modest unevenness in density can change the bare fraction substantially.

## Table of computed values

```
Seed density: 1.0e+12 cm^-2 = 0.0100 nm^-2
Target bare fraction: 1.0e-06
Mean number of seeds in one footprint x: 13.8155
Required footprint radius: 20.970 nm = 2.097e-06 cm
Sensitivity d ln f / d ln r: -27.63
Bare fraction at r = 20 nm: 3.487e-06
Bare fraction at r = 21 nm: 9.618e-07
Bare fraction at r = 22 nm: 2.491e-07
Triangular-array closing radius: 6.204 nm
Random-to-array radius ratio: 3.380
Hole density at required radius: 1.282e+07 cm^-2
Mean hole area: 7.803 nm^2
Channel area: 1.0 um^2
Mean holes in channel: 0.1282
Radius for mean of 1e-03 holes: 24.598 nm
Mean hemisphere-film height: 20.180 nm
Seed density to close at r = 2.0 nm: 1.099e+14 cm^-2
Simulated seeds: 300000; distance probes: 1000000
Bare fraction, x = 4: simulation 1.8342e-02, formula 1.8316e-02
Bare fraction, x = 7: simulation 9.1400e-04, formula 9.1188e-04
Bare fraction, two radii, mean x = 4: simulation 1.8540e-02, formula 1.8316e-02
Holes per seed, x = 4: simulation 5.4943e-02, formula 5.4947e-02
Holes per seed, x = 7: simulation 5.5000e-03, formula 5.4713e-03
Exposed crossings per seed, x = 4: simulation 0.2906, formula 0.2931
Share of crossings that are lowest points: 0.2464
Height deficit at target x, in n^(-1/2): simulation 0.07902, formula 0.07902
```
